# Scalar Products of Tensor Operators in Coupled Angular-Momentum States: test program

```python
"""
Result under test, for T^k acting on system 1 and U^k acting on system 2:
  <j1' j2' J' M'| sum_q (-1)^q T_q U_-q |j1 j2 J M>
    = delta(J,J') delta(M,M') (-1)^(j1+j2'+J) {J j2' j1'; k j1 j2}
      <j1'||T||j1> <j2'||U||j2>
Reduced elements: <j'm'|T_q|jm> = (-1)^(j'-m') (j' k j; -m' q m) <j'||T||j>.
A name ending in p belongs to the bra (primed) state.
All bases are ordered with the projection m falling from j to -j.
C^k_q = sqrt(4 pi/(2k+1)) Y_kq is the renormalized spherical harmonic.
"""
import itertools
import math
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.special import lpmv


def sign(exponent):
    return 1 if round(exponent) % 2 == 0 else -1


def fact(x):
    return math.factorial(round(x))


def projections(j):
    return [j - i for i in range(round(2 * j) + 1)]


def triangle(a, b, c):
    return abs(a - b) <= c <= a + b and (a + b + c) % 1 == 0


def ladder(j):
    """Matrices of J_z and J_+."""
    m = np.array(projections(j), dtype=float)
    return np.diag(m), np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1)


def total_raising(j1, j2):
    p1, p2 = ladder(j1)[1], ladder(j2)[1]
    return np.kron(p1, np.eye(len(p2))) + np.kron(np.eye(len(p1)), p2)


@lru_cache(None)
def coupled_basis(j1, j2):
    """Coupled states found from J_+|JJ> = 0 and repeated lowering."""
    raising = total_raising(j1, j2)
    total_m = np.add.outer(projections(j1), projections(j2)).ravel()
    basis = {}
    for J in np.arange(abs(j1 - j2), j1 + j2 + 0.5):
        inside = np.flatnonzero(np.isclose(total_m, J))
        null_vector = np.linalg.svd(raising[:, inside])[2][-1]
        state = np.zeros(len(total_m))
        state[inside] = null_vector * np.sign(null_vector[0])
        columns = [state]
        for M in projections(J)[:-1]:
            state = raising.T @ state / math.sqrt(J*(J + 1) - M*(M - 1))
            columns.append(state)
        basis[float(J)] = np.array(columns).T
    return basis


def three_j(j1, j2, j3, m1, m2, m3):
    if not triangle(j1, j2, j3) or abs(m1 + m2 + m3) > 1e-9:
        return 0.0
    if abs(m1) > j1 or abs(m2) > j2 or abs(m3) > j3:
        return 0.0
    row = round((j1 - m1)*(2*j2 + 1) + j2 - m2)
    cg = coupled_basis(j1, j2)[j3][row, round(j3 + m3)]
    return sign(j1 - j2 - m3) * cg / math.sqrt(2*j3 + 1)


def six_j_from_definition(a, b, c, d, e, f):
    """Sum over products of four 3j symbols."""
    total = 0.0
    for ma, mb, me in itertools.product(*map(projections, (a, b, e))):
        mc, mf = -ma - mb, me - ma
        md = mf - mb
        if abs(mc) > c or abs(mf) > f or abs(md) > d:
            continue
        phase = sign(a + b + c + d + e + f - ma - mb - mc - md - me - mf)
        total += (phase * three_j(a, b, c, -ma, -mb, -mc)
                  * three_j(a, e, f, ma, -me, mf)
                  * three_j(d, b, f, md, mb, -mf)
                  * three_j(d, e, c, -md, me, mc))
    return total


@lru_cache(None)
def six_j(a, b, c, d, e, f):
    """Racah's single-sum formula."""
    triads = [(a, b, c), (a, e, f), (d, b, f), (d, e, c)]
    if not all(triangle(*t) for t in triads):
        return 0.0
    prefactor = 1.0
    for x, y, z in triads:
        prefactor *= (fact(x + y - z)*fact(x - y + z)*fact(y + z - x)
                      / fact(x + y + z + 1))
    lows = [round(sum(t)) for t in triads]
    highs = [round(a + b + d + e), round(b + c + e + f), round(a + c + d + f)]
    total = 0.0
    for t in range(max(lows), min(highs) + 1):
        denominator = 1
        for low in lows:
            denominator *= fact(t - low)
        for high in highs:
            denominator *= fact(high - t)
        total += sign(t) * fact(t + 1) / denominator
    return math.sqrt(prefactor) * total


# Racah's formula against the definition of the 6j symbol
six_j_cases = 0
halves = [0.0, 0.5, 1.0, 1.5]
for a, b, c, d, e, f in itertools.product(halves, repeat=6):
    if (triangle(a, b, c) and triangle(a, e, f)
            and triangle(d, b, f) and triangle(d, e, c)):
        assert abs(six_j(a, b, c, d, e, f)
                   - six_j_from_definition(a, b, c, d, e, f)) < 1e-11
        six_j_cases += 1


@lru_cache(None)
def wigner_eckart_pattern(jp, k, j):
    return {q: np.array([[sign(jp - mp) * three_j(jp, k, j, -mp, q, m)
                          for m in projections(j)] for mp in projections(jp)])
            for q in range(-k, k + 1)}


def reduced_element(tensor, jp, k, j):
    """Project on the 3j pattern, then demand that every element fits it."""
    pattern = wigner_eckart_pattern(jp, k, j)
    value = sum(np.sum(pattern[q] * tensor[q]) for q in pattern)
    for q in pattern:
        assert np.allclose(tensor[q], value * pattern[q], atol=1e-11)
    return value


def scalar_product(T, U):
    return sum(sign(q) * np.kron(T[q], U[-q]) for q in T)


def coupled_value(j1p, j2p, j1, j2, J, k, red1, red2):
    return sign(j1 + j2p + J) * six_j(J, j2p, j1p, k, j1, j2) * red1 * red2


# Angular grid and spherical harmonics
n_theta, n_phi = 20, 40
nodes, node_weights = np.polynomial.legendre.leggauss(n_theta)
cos_theta = np.repeat(nodes, n_phi)
phi = np.tile(2*np.pi*np.arange(n_phi)/n_phi, n_theta)
weights = np.repeat(node_weights, n_phi) * 2*np.pi/n_phi


def harmonic(l, m):
    a = abs(m)
    norm = math.sqrt((2*l + 1)/(4*math.pi)*fact(l - a)/fact(l + a))
    y = norm * lpmv(a, l, cos_theta) * np.exp(1j*a*phi)
    return y if m >= 0 else sign(a) * np.conj(y)


Y = {l: np.array([harmonic(l, m) for m in projections(l)]) for l in range(3)}


@lru_cache(None)
def orbital_tensor(lp, k, l):
    result = {}
    for q in range(-k, k + 1):
        c_kq = math.sqrt(4*math.pi/(2*k + 1)) * harmonic(k, q)
        matrix = (np.conj(Y[lp]) * weights * c_kq) @ Y[l].T
        assert np.max(np.abs(matrix.imag)) < 1e-12
        result[q] = matrix.real
    return result


@lru_cache(None)
def shell_tensor(bra, k, ket):
    """C^k between shells (l, s, j), with its reduced element."""
    (lp, s, jp), (l, _, j) = bra, ket
    left, right = coupled_basis(lp, s)[jp], coupled_basis(l, s)[j]
    spin_unit = np.eye(round(2*s + 1))
    tensor = {q: left.T @ np.kron(c, spin_unit) @ right
              for q, c in orbital_tensor(lp, k, l).items()}
    return tensor, reduced_element(tensor, jp, k, j)


# General theorem, including changes of j1 and j2
spinors = [(0, 0.5, 0.5), (1, 0.5, 0.5), (1, 0.5, 1.5), (2, 0.5, 2.5)]
orbitals = [(0, 0, 0), (1, 0, 1), (2, 0, 2)]
nonzero_values = phase_sensitive = 0
for second in (orbitals, spinors):
    for bra1, ket1, bra2, ket2, k in itertools.product(
            spinors, spinors, second, second, (1, 2)):
        T, red1 = shell_tensor(bra1, k, ket1)
        U, red2 = shell_tensor(bra2, k, ket2)
        j1p, j1, j2p, j2 = bra1[2], ket1[2], bra2[2], ket2[2]
        product = scalar_product(T, U)
        assert np.allclose(total_raising(j1p, j2p) @ product,
                           product @ total_raising(j1, j2), atol=1e-11)
        for Jp, left in coupled_basis(j1p, j2p).items():
            for J, right in coupled_basis(j1, j2).items():
                block = left.T @ product @ right
                expected = np.zeros(block.shape)
                if Jp == J:
                    value = coupled_value(j1p, j2p, j1, j2, J, k, red1, red2)
                    expected = value * np.eye(len(block))
                    if abs(value) > 1e-9:
                        nonzero_values += 1
                        phase_sensitive += round(j1 - j1p + j2p - j2) % 2
                assert np.allclose(block, expected, atol=1e-11)
assert nonzero_values > 0 and phase_sensitive > 0


# L.S: spherical against Cartesian form, reduced elements, 6j, eigenvalues
def vector_tensor(j):
    jz, jp = ladder(j)
    return {1: -jp/math.sqrt(2), 0: jz, -1: jp.T/math.sqrt(2)}


def cartesian(j):
    jz, jp = ladder(j)
    return [(jp + jp.T)/2, (jp - jp.T)/2j, jz]


for L, S in itertools.product((1, 2, 3), (0.5, 1, 1.5)):
    TL, TS = vector_tensor(L), vector_tensor(S)
    dot = sum(np.kron(x, y) for x, y in zip(cartesian(L), cartesian(S)))
    assert np.allclose(dot, scalar_product(TL, TS), atol=1e-12)
    red_L, red_S = reduced_element(TL, L, 1, L), reduced_element(TS, S, 1, S)
    assert abs(red_L - math.sqrt(L*(L + 1)*(2*L + 1))) < 1e-11
    assert abs(red_S - math.sqrt(S*(S + 1)*(2*S + 1))) < 1e-11
    for J, states in coupled_basis(L, S).items():
        casimir = J*(J + 1) - L*(L + 1) - S*(S + 1)
        closed = sign(J + L + S) * casimir / (2*math.sqrt(
            L*(L + 1)*(2*L + 1)*S*(S + 1)*(2*S + 1)))
        assert abs(closed - six_j_from_definition(J, S, L, 1, L, S)) < 1e-11
        value = coupled_value(L, S, L, S, J, 1, red_L, red_S)
        assert np.allclose(dot @ states, value * states, atol=1e-11)
        assert abs(value - casimir/2) < 1e-11

# Without the factor (-1)^q the sum is not a rotational scalar
T1 = vector_tensor(1)
unsigned = sum(np.kron(T1[q], T1[-q]) for q in T1)
R = total_raising(1, 1)
unsigned_commutator = np.max(np.abs(R @ unsigned - unsigned @ R))
assert unsigned_commutator > 0.1

print("TESTS")
print(f"6j symbols, Racah sum against definition: {six_j_cases} cases")
print(f"nonzero coupled values tested: {nonzero_values}")
print(f"of these, wrong sign if phase were j1'+j2+J: {phase_sensitive}")
print(f"largest [J+, sum] element without (-1)^q: {unsigned_commutator:.3f}")

# Worked example (a): H = A L.S
L, S, A = 3, 1.5, 0.010
red_L = reduced_element(vector_tensor(L), L, 1, L)
red_S = reduced_element(vector_tensor(S), S, 1, S)
print("EXAMPLE A: H = A L.S")
print(f"L = {L}, S = {S}, A = {A:.3f} eV")
print(f"<L||L||L> = {red_L:.6f}, <S||S||S> = {red_S:.6f}")
levels, trace = {}, 0.0
for J in coupled_basis(L, S):
    value = coupled_value(L, S, L, S, J, 1, red_L, red_S)
    levels[J] = A * value
    trace += (2*J + 1) * value
    print(f"J={J}: phase {sign(L + S + J):+d}, 6j {six_j(J, S, L, 1, L, S):+.6f},"
          f" L.S {value:+.4f}, E {levels[J]:+.5f} eV")
for J in list(levels)[1:]:
    interval = levels[J] - levels[J - 1]
    assert abs(interval - A*J) < 1e-12
    print(f"interval E({J}) - E({J - 1}) = {interval:.5f} eV")
assert abs(trace) < 1e-10
print(f"sum of (2J+1) L.S = {abs(trace):.4f}")

# Worked example (b): repulsion of two distinguishable unit charges
l1, l2, radius1, radius2 = 1, 2, 0.5, 1.0
coulomb = constants.e/(4*math.pi*constants.epsilon_0)*1e10
hartree = constants.physical_constants["Hartree energy in eV"][0]
sin_theta = np.sqrt(1 - cos_theta**2)
unit = np.array([sin_theta*np.cos(phi), sin_theta*np.sin(phi), cos_theta])
distance = np.sqrt(radius1**2 + radius2**2 - 2*radius1*radius2*(unit.T @ unit))
pair1 = (np.conj(Y[l1])[:, None]*Y[l1][None]*weights).reshape(-1, len(phi))
pair2 = (np.conj(Y[l2])[:, None]*Y[l2][None]*weights).reshape(-1, len(phi))
n1, n2 = 2*l1 + 1, 2*l2 + 1
direct = (pair1 @ (coulomb/distance) @ pair2.T).reshape(n1, n1, n2, n2)
direct = direct.transpose(0, 2, 1, 3).reshape(n1*n2, n1*n2)

reds = {k: (reduced_element(orbital_tensor(l1, k, l1), l1, k, l1),
            reduced_element(orbital_tensor(l2, k, l2), l2, k, l2))
        for k in range(5)}
strength = {k: coulomb*radius1**k/radius2**(k + 1) for k in reds}
print("EXAMPLE B: repulsion of two distinguishable unit charges")
print(f"l1 = {l1} at {radius1} angstrom, l2 = {l2} at {radius2} angstrom")
print(f"e^2/(4 pi eps0) = {coulomb:.5f} eV angstrom")
for k in (0, 2):
    print(f"k={k}: <1||C||1> {reds[k][0]:+.6f}, <2||C||2> {reds[k][1]:+.6f},"
          f" radial factor {strength[k]:.5f} eV")
for k in (1, 3, 4):
    assert abs(reds[k][0]*reds[k][1]) < 1e-11
energies, all_states, weighted_sum = [], [], 0.0
for J, states in coupled_basis(l1, l2).items():
    angular = {k: coupled_value(l1, l2, l1, l2, J, k, *reds[k]) for k in reds}
    energy = sum(strength[k]*angular[k] for k in reds)
    assert abs(angular[0] - 1) < 1e-11
    energies += [energy]*states.shape[1]
    all_states.append(states)
    weighted_sum += (2*J + 1)*angular[2]
    print(f"L={J:.0f}: phase {sign(l1 + l2 + J):+d},"
          f" 6j(k=2) {six_j(J, l2, l1, 2, l1, l2):+.6f},"
          f" C2.C2 {angular[2]:+.6f}")
    print(f"  k=2 shift {strength[2]*angular[2]:+.5f} eV,"
          f" E {energy:.5f} eV = {energy/hartree:.6f} hartree")
transform = np.hstack(all_states)
difference = np.max(np.abs(transform.T @ direct @ transform - np.diag(energies)))
assert difference < 1e-7
assert abs(weighted_sum) < 1e-10
print(f"sum of (2L+1) C2.C2 = {abs(weighted_sum):.4f}")
print(f"size of matrix from direct quadrature: {len(direct)} x {len(direct)}")
print(f"largest deviation from formula: {difference:.0e} eV")
print("finished without a failed check")
```

Output:

```
TESTS
6j symbols, Racah sum against definition: 181 cases
nonzero coupled values tested: 214
of these, wrong sign if phase were j1'+j2+J: 60
largest [J+, sum] element without (-1)^q: 2.828
EXAMPLE A: H = A L.S
L = 3, S = 1.5, A = 0.010 eV
<L||L||L> = 9.165151, <S||S||S> = 3.872983
J=1.5: phase +1, 6j -0.169031, L.S -6.0000, E -0.06000 eV
J=2.5: phase -1, 6j +0.098601, L.S -3.5000, E -0.03500 eV
J=3.5: phase +1, 6j +0.000000, L.S +0.0000, E +0.00000 eV
J=4.5: phase -1, 6j -0.126773, L.S +4.5000, E +0.04500 eV
interval E(2.5) - E(1.5) = 0.02500 eV
interval E(3.5) - E(2.5) = 0.03500 eV
interval E(4.5) - E(3.5) = 0.04500 eV
sum of (2J+1) L.S = 0.0000
EXAMPLE B: repulsion of two distinguishable unit charges
l1 = 1 at 0.5 angstrom, l2 = 2 at 1.0 angstrom
e^2/(4 pi eps0) = 14.39965 eV angstrom
k=0: <1||C||1> +1.732051, <2||C||2> +2.236068, radial factor 14.39965 eV
k=2: <1||C||1> -1.095445, <2||C||2> -1.195229, radial factor 3.59991 eV
L=1: phase +1, 6j(k=2) +0.152753, C2.C2 +0.200000
  k=2 shift +0.71998 eV, E 15.11963 eV = 0.555636 hartree
L=2: phase -1, 6j(k=2) +0.152753, C2.C2 -0.200000
  k=2 shift -0.71998 eV, E 13.67966 eV = 0.502718 hartree
L=3: phase +1, 6j(k=2) +0.043644, C2.C2 +0.057143
  k=2 shift +0.20571 eV, E 14.60535 eV = 0.536737 hartree
sum of (2L+1) C2.C2 = 0.0000
size of matrix from direct quadrature: 15 x 15
largest deviation from formula: 1e-12 eV
finished without a failed check
```
